# Finite-size correction to diffusion coefficients in periodic cells

## What goes wrong without the correction

A diffusion coefficient read from a momentum-conserving simulation of a liquid in a periodic cubic cell is too small, and a longer trajectory does not cure it. For a water-like liquid in a cell of 64 molecules, the hydrodynamic model below gives $1.75\times10^{-5}$ cm²/s where the unbounded liquid has $2.30\times10^{-5}$. For a slow hydrated ion in the same cell it gives $0.20\times10^{-5}$ instead of $0.70\times10^{-5}$. The cause is momentum conservation: a moving particle drags liquid along, and in a closed periodic cell that momentum must be returned.

For a cubic cell of edge $L$ the remedy, to leading order in particle size over $L$, is

$$D_0=D_{\rm PBC}(L)+\frac{\xi\,k_BT}{6\pi\eta L},\qquad \xi=2.8373. \tag{1}$$

Here $D_0$ belongs to the unbounded liquid, $D_{\rm PBC}$ is the simulated value, and $\eta$ is the shear viscosity of the simulated liquid. The derivation assumes steady, incompressible Stokes flow, linear response, zero total momentum, and a viscosity independent of $L$.

## From diffusion to a flow problem

Let a weak force $F=-dU/dx$ act on the particle, whose mobility is $\mu$ (velocity per force). The probability flux is $-D\,n'+\mu nF$. In equilibrium it vanishes and $n\propto e^{-U/k_BT}$, so $n'=nF/k_BT$ and

$$D=k_BT\,\mu .$$

The change in $D$ therefore follows from the change in $\mu$.

Displacements are measured relative to the centre of mass. If $\mathbf F$ acts on one particle per cell, the cell of mass $M$ accelerates at $\mathbf F/M$. In the co-moving frame a liquid of density $\rho=M/V$ feels the inertial force density $-\rho\mathbf F/M=-\mathbf F/V$. With lattice vectors $\mathbf R$, the flow obeys

$$-\eta\nabla^2\mathbf u+\nabla p=\mathbf F\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],\qquad \nabla\cdot\mathbf u=0, \tag{2}$$

with zero mean velocity. The counterforce is also required mathematically: the left side integrates to zero over a periodic cell, so the right side must do the same.

## The periodic Oseen tensor

Expand $\mathbf u$ and $p$ in waves $e^{i\mathbf k\cdot\mathbf r}$. For $\mathbf k\neq0$,

$$\eta k^2\mathbf u_{\mathbf k}+i\mathbf k\,p_{\mathbf k}=\mathbf F/V,\qquad \mathbf k\cdot\mathbf u_{\mathbf k}=0 .$$

The scalar product of the first equation with $\mathbf k$ gives $ik^2p_{\mathbf k}=\mathbf k\cdot\mathbf F/V$. Inserting this pressure leaves $\eta k^2\mathbf u_{\mathbf k}=(I-\hat{\mathbf k}\hat{\mathbf k})\mathbf F/V$. The $\mathbf k=0$ term is absent because the mean velocity is zero. Hence $\mathbf u=T_{\rm PBC}\mathbf F$ with

$$T_{\rm PBC}(\mathbf r)=\frac1{\eta V}\sum_{\mathbf k\ne0}\frac{I-\hat{\mathbf k}\hat{\mathbf k}}{k^2}\,e^{i\mathbf k\cdot\mathbf r}. \tag{3}$$

In unbounded liquid, $V^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. The transform of $1/k^2$ is $1/(4\pi r)$. That of $1/k^4$ is $-r/(8\pi)$, up to a constant that differentiation removes, since $-\nabla^2(-r/8\pi)=1/(4\pi r)$. A factor $k_ik_j$ acts as $-\partial_i\partial_j$, so $k_ik_j/k^4$ transforms into $(\delta_{ij}-\hat r_i\hat r_j)/(8\pi r)$. Subtraction gives the free Oseen tensor

$$T_0(\mathbf r)=\frac1\eta\left[\frac{I}{4\pi r}-\frac{I-\hat{\mathbf r}\hat{\mathbf r}}{8\pi r}\right]=\frac{I+\hat{\mathbf r}\hat{\mathbf r}}{8\pi\eta r}. \tag{4}$$

## The shift of the mobility

Both tensors diverge at the particle, but $\Delta T=T_{\rm PBC}-T_0$ does not. In the difference the point force at the origin cancels, and near the origin $\mathbf u=\Delta T\,\mathbf F$ obeys

$$-\eta\nabla^2\mathbf u+\nabla p=-\mathbf F/V, \tag{5}$$

whose source is smooth. The particle's immediate surroundings respond as they do in unbounded liquid; this is the assumption of scale separation. On top of that response, the particle is carried by the regular flow $\Delta T(0)\mathbf F$.

A second-rank tensor with cubic symmetry is a multiple of $I$, so

$$\Delta\mu=\tfrac13\,{\rm Tr}\,\Delta T(0). \tag{6}$$

Neither the particle's radius nor its surface boundary condition enters at this order, because only the total force matters.

## Why the Madelung constant appears

Incompressibility removes the component of the flow along $\mathbf k$ and leaves two transverse ones: ${\rm Tr}(I-\hat{\mathbf k}\hat{\mathbf k})=3-1=2$. The trace of (3) is therefore a scalar sum,

$${\rm Tr}\,T_{\rm PBC}=\frac{2}{\eta V}\sum_{\mathbf k\ne0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}=\frac{\varphi(\mathbf r)}{2\pi\eta},\qquad \varphi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf k\neq0}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2}. \tag{7}$$

Applying the Laplacian term by term shows what $\varphi$ is:

$$\nabla^2\varphi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].$$

This is the Gaussian-unit potential of unit point charges on the lattice, in a uniform neutralizing background. The counterforce has become the background, and zero mean velocity has become zero mean potential.

From (4), ${\rm Tr}\,T_0=(3+1)/(8\pi\eta r)=1/(2\pi\eta r)$, which is the charge's own potential $1/r$ with the same prefactor. What remains at the charge has dimension 1/length and so scales as $1/L$:

$$\lim_{r\to0}\Big[\varphi(\mathbf r)-\frac1r\Big]=-\frac{\xi}{L}. \tag{8}$$

This defines the Madelung constant $\xi$ of the lattice. The electrostatic energy per charge $q$ is $-\xi q^2/(2L)$, where the half avoids counting pairs twice. Equations (6) to (8) give

$$\Delta\mu=\frac13\cdot\frac1{2\pi\eta}\cdot\Big(-\frac{\xi}{L}\Big)=-\frac{\xi}{6\pi\eta L}, \tag{9}$$

and multiplication by $k_BT$ gives (1). The $6\pi$ is $3\times2\pi$, from the direction average and the trace. It is not taken from Stokes' law for a sphere.

The sign has a plain reading. The image forces pull the liquid along $\mathbf F$ while the counterforce pushes it back, and at the particle the counterforce wins.

## Evaluating the constant

To make the sum converge quickly, add and subtract at each site a Gaussian charge of density $(\kappa^3/\pi^{3/2})e^{-\kappa^2r^2}$. Its potential is ${\rm erf}(\kappa r)/r$ and its Fourier factor is $e^{-k^2/4\kappa^2}$. A point charge minus its Gaussian gives ${\rm erfc}(\kappa r)/r$, whose integral over space is $4\pi\int_0^\infty r\,{\rm erfc}(\kappa r)\,dr=\pi/\kappa^2$. The mean $\pi/(\kappa^2V)$ must be subtracted to keep the average potential zero. At the origin, ${\rm erfc}(\kappa r)/r-1/r=-{\rm erf}(\kappa r)/r\to-2\kappa/\sqrt\pi$. Thus

$$-\frac{\xi}{L}=\sum_{\mathbf R\ne0}\frac{{\rm erfc}(\kappa R)}{R}+\frac{4\pi}{V}\sum_{\mathbf k\ne0}\frac{e^{-k^2/4\kappa^2}}{k^2}-\frac{2\kappa}{\sqrt\pi}-\frac{\pi}{\kappa^2V}. \tag{10}$$

For the cubic cell this gives $\xi=2.837297$.

A purely real-space sum confirms it. Give each charge its own cube of background. The cubes are neutral, without dipole and with an isotropic second moment, so their distant potentials fall off fast enough to be summed. The sum has a non-zero mean, however. For one cube of charge density $\varrho$, the integral of its potential is the limit of $4\pi\varrho_{\mathbf k}/k^2$ as $k\to0$, which is $-\tfrac{2\pi}{3}\int\varrho\,r^2d^3r$. The background contributes $\int\varrho\,r^2d^3r=-3L^2/12=-L^2/4$, so the mean potential is $\pi L^2/(6V)=\pi/(6L)$. With this subtracted, the sum gives 2.83729.

The flow problem was also solved without electrostatics, by averaging the periodic and free Oseen tensors over a Gaussian of variance $s$ per axis and removing the effect of the averaging. To see what that effect is, take the divergence of (5), which gives $\nabla^2p=0$; its Laplacian then gives $\nabla^4\mathbf u=0$. The average of $\Delta T$ is therefore $\Delta T(0)+\tfrac s2\nabla^2\Delta T(0)$, apart from exponentially small image terms. Since $\nabla^2(\varphi-1/r)=4\pi/V$ near the origin,

$$\nabla^2\Delta T(0)=\frac13\cdot\frac{1}{2\pi\eta}\cdot\frac{4\pi}{V}\,I=\frac{2}{3\eta V}\,I. \tag{11}$$

The predicted slope in $s$ is $1/3$ for $\eta=L=1$; the computed slope is 0.333333. The intercept gives $\xi=2.837297$, in agreement with the charge sum.

## Particles that are not small

For a stick sphere of radius $a$ with the same density as the liquid, the next term can be found. Equal density makes zero mean velocity the same as a fixed centre of mass. If the sphere's mass exceeds that of the displaced liquid by $\Delta m$, its displacement from the centre of mass shrinks by $1-\Delta m/M$ and $D_{\rm PBC}$ by $(1-\Delta m/M)^2$, a change of the same order $(a/L)^3$ that is not included below. A Taylor expansion averaged over a spherical surface gives $f+\tfrac{a^2}{6}\nabla^2f$ at the centre when $\nabla^4f=0$. Spread $\mathbf F$ uniformly over the surface. In free liquid $\eta\nabla^2T_0=(I-3\hat{\mathbf r}\hat{\mathbf r})/(4\pi r^3)$, so the velocity on the surface is

$$\frac{1}{8\pi\eta a}\Big[I+\hat{\mathbf r}\hat{\mathbf r}+\tfrac13I-\hat{\mathbf r}\hat{\mathbf r}\Big]\mathbf F=\frac{\mathbf F}{6\pi\eta a}.$$

It is the same at every surface point, so a uniform force does move the sphere rigidly, and Stokes' law follows.

In the periodic cell, keep the force uniform and average the image flow over the surface. One average comes from the source and one from the sphere that responds:

$$\Big(1+\frac{a^2}{6}\nabla^2\Big)^2\Delta T(0)=\Delta T(0)+\frac{a^2}{3}\nabla^2\Delta T(0)=\Big[-\frac{\xi}{6\pi\eta L}+\frac{2a^2}{9\eta L^3}\Big]I .$$

Dividing by $1/(6\pi\eta a)$ gives

$$\frac{\mu_{\rm PBC}}{\mu_0}=1-\xi\frac aL+\frac{4\pi}{3}\Big(\frac aL\Big)^3,\qquad 2a<L. \tag{12}$$

A direct reciprocal-space sum for the uniformly forced sphere agrees with (12) at $a/L=0.03$, 0.1, 0.2, 0.3 and 0.4, within $2.3\times10^{-6}$ of the free mobility.

A rigid sphere must also redistribute its surface force, because the image flow varies over its surface. Add a pattern of amplitude $c$ with zero total force. The power per squared total force is then $A+2cB+c^2C$, with minimum $A-B^2/C$. At the minimum over all such patterns the surface velocity is uniform, as rigidity demands. The free flow is constant on the surface and does not contribute to $B$. By inversion symmetry the image flow has no linear variation, so $B\sim a^2/(\eta L^3)$, while $C\sim1/(\eta a)$. The mobility falls by $B^2/C\sim a^5/(\eta L^6)$, a relative change of order $(a/L)^6$. With the lowest patterns ($l=2$) included, the computed fall is $2.56\times10^{-5}$ of $\mu_0$ at $a/L=0.10$ and $2.67\times10^{-4}$ at 0.15. The power between these points is 5.79, close to the leading-order six.

## Worked example

The inputs are rough values for water near room temperature: $T=298$ K, $\eta=0.90$ mPa s and density 1.00 g/cm³. For 64 molecules,

$$L=\left(\frac{64\times18.015\ {\rm g/mol}}{N_A\times1.00\ {\rm g/cm^3}}\right)^{1/3}=1.242\ {\rm nm},$$

$$\frac{\xi k_BT}{6\pi\eta L}=\frac{2.8373\times4.1143\times10^{-21}\ {\rm J}}{6\pi\times0.90\times10^{-3}\ {\rm Pa\,s}\times1.242\times10^{-9}\ {\rm m}}=5.54\times10^{-10}\ {\rm m^2/s}.$$

This equals $0.554\times10^{-5}$ cm²/s. Two diffusers are modelled as stick spheres of the liquid's density with $a=k_BT/(6\pi\eta D_0)$: a water molecule with $D_0=2.30$ and $a=0.105$ nm, and a hydrated redox ion with $D_0=0.70$ and $a=0.346$ nm. Diffusion coefficients here and below are in $10^{-5}$ cm²/s. Temperature, density and viscosity are held fixed as the cell grows.

| $N$ | $L$ (nm) | correction | ion, $D_{\rm PBC}$ | ion, corrected |
|---:|---:|---:|---:|---:|
| 64 | 1.242 | 0.554 | 0.204 | 0.759 |
| 128 | 1.564 | 0.440 | 0.290 | 0.730 |
| 512 | 2.483 | 0.277 | 0.431 | 0.708 |
| 4096 | 4.967 | 0.139 | 0.562 | 0.701 |

For water in the smallest cell, $D_{\rm PBC}=1.752$, and the corrected value 2.306 is within 0.3% of $D_0$. The correction is the same for both particles, but relative to $D_0$ it is $\xi a/L$: 24% for water and 79% for the ion. It falls only as $N^{-1/3}$, so 4096 molecules still leave water 6% low.

For the ion at $N=64$, equation (1) overshoots by 8%. Here $a/L=0.279$, and the cubic term of (12), multiplied by $D_0$, is 0.064. Subtracting it gives 0.695; the remaining deficit of 0.005 is the redistributed surface force.

## Using two cells

If $\eta$ is unknown, simulations at $L_1<L_2$ determine both unknowns of (1):

$$D_0=\frac{L_2D_2-L_1D_1}{L_2-L_1},\qquad \eta=\frac{\xi k_BT}{6\pi}\,\frac{1/L_1-1/L_2}{D_2-D_1}.$$

With the model data for $N=64$ and 512, water gives $D_0=2.296$ and $\eta=0.917$ mPa s, close to the inputs. The ion gives 0.657 and 1.102 mPa s, which are 6% too low and 22% too high. The cubic term explains the direction: it raises $D_{\rm PBC}$ mostly in the small cell and so flattens the line. With $L_2=2L_1$ it shifts the fitted $D_0$ by $-\tfrac34$ of its value at $L_1$, or $-0.048$; the redistributed force returns about 0.005. For large solutes, use larger cells. The cubic term can be included only where the stick-sphere model is adequate: unlike (1), it depends on the boundary condition (it is absent for a slip sphere) and on the solute's mass. A sphere of the ion's radius weighing 164 g/mol instead of the 105 g/mol of displaced water would have $D_{\rm PBC}$ lower by a further 0.019 at $N=64$.

## Conditions of use

**Viscosity.** The $\eta$ in (1) belongs to the simulated model, which may differ from the real liquid. At $N=64$, a viscosity 10% higher lowers the correction by 0.050; a doubled viscosity halves it to 0.277. In this example such a mismatch matters far more for water than the finite-radius term of 0.006.

**Cell shape.** In a rectangular cell with unequal edges $\Delta T(0)$ is in general anisotropic. For edges in the ratio 1:1:2, with $L=V^{1/3}$, the constants are 1.5702 along each short axis and 3.6852 along the long one. An isotropic liquid then appears to diffuse anisotropically. In longer cells the sign can reverse: the short-axis constant passes through zero at 1:1:2.79 and the mean at 1:1:3.72. The mean, 2.2752, equals the Madelung constant of that cell and corrects the direction-averaged $D$.

**Time.** In a purely viscous liquid the slowest shear mode decays in $\rho L^2/(4\pi^2\eta)$, which is 0.043 ps for $N=64$ and 0.69 ps for $N=4096$. A compressible liquid also has longitudinal modes, which can be slower: with a sound speed of 1500 m/s and no bulk viscosity they decay in 0.5 ps and 1.0 ps in these two cells. A molecular liquid also needs time to relax its stress and to let particles escape the cage of their neighbours, which can take much longer than the viscous estimate in a small cell. The mean-square displacement must be fitted beyond all of these times, where it grows linearly.

**Thermostat.** A thermostat that damps each particle's velocity at rate $\gamma$ adds $\rho\gamma\mathbf u$ to the left of (2). The denominator $\eta k^2$ becomes $\eta k^2+\rho\gamma$, and the sum is no longer the Coulomb one. In this model (1) remains a good approximation only for weak damping, $\gamma\ll4\pi^2\eta/(\rho L^2)$, with displacements taken relative to the centre of mass and $D_0$ referring to the undamped liquid. The condition is strict: at one tenth of that rate the shift is already 18% larger than (1) gives, and for stronger damping (1) fails.

**Charge.** For a real redox ion, the periodic images also alter the electric forces and the dielectric friction. The ion above is a hydrodynamic sphere, and (1) does not correct those effects. The Madelung constant enters through the flow of the liquid, and does so equally for a neutral solute.

The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
xi from Oseen tensor: 2.837297
xi from Ewald charge sum: 2.837297
xi from neutral cubes: 2.83729
Smearing slope (eta=L=1): 0.333333
Cell 1:1:2, xi short axes: 1.5702
Cell 1:1:2, xi long axis: 3.6852
Cell 1:1:2, mean xi: 2.2752
Cell 1:1:2, charge xi: 2.2752
Largest sphere-formula error: 2.3e-06
Relaxation drop at a/L=0.10: 2.56e-05
Relaxation drop at a/L=0.15: 2.67e-04
Power of a/L in the drop: 5.79
Temperature: 298 K
Viscosity: 0.90 mPa s
Density: 1.00 g/cm3
Molar mass: 18.015 g/mol
kT: 4.1143e-21 J
All D below in 1e-5 cm2/s
N=64: L=1.242 nm, correction=0.554
N=128: L=1.564 nm, correction=0.440
N=512: L=2.483 nm, correction=0.277
N=4096: L=4.967 nm, correction=0.139
water: D_0=2.30, a=0.105 nm
water N=64: D_PBC=1.752, corrected=2.306
water N=128: D_PBC=1.863, corrected=2.303
water N=512: D_PBC=2.024, corrected=2.301
water N=4096: D_PBC=2.162, corrected=2.300
water fit N=64,512: D_0=2.296, eta=0.917 mPa s
water N=64: a/L=0.085, cubic term=0.0059
water N=64: relaxation=0.0000
ion: D_0=0.70, a=0.346 nm
ion N=64: D_PBC=0.204, corrected=0.759
ion N=128: D_PBC=0.290, corrected=0.730
ion N=512: D_PBC=0.431, corrected=0.708
ion N=4096: D_PBC=0.562, corrected=0.701
ion fit N=64,512: D_0=0.657, eta=1.102 mPa s
ion N=64: a/L=0.279, cubic term=0.0637
ion N=64: relaxation=0.0051
N=64: correction lost if eta +10%: 0.050
N=64: correction if eta doubled: 0.277
N=64: slowest momentum decay: 0.043 ps
N=4096: slowest momentum decay: 0.694 ps
```
